# Pauli Cancellations and the Large-Order Growth of QED with Regulated Photons

**Q.** I am told that QED diagrams with a fixed number of fermion loops grow factorially with the order, while the full series grows only like \(\Gamma(n/2)\). Is that true as it stands?

**A.** It needs a condition. Keep finitely many photon modes: a finite box, an ultraviolet cutoff on the photons and a photon mass \(\lambda\). The fermions are not cut off. I use \(\hbar=c=m=1\), with \(m\) the electron mass, and \(e^2=4\pi\alpha\). The vacuum amplitude in Euclidean time is

\[
Z(\alpha)=\langle D(eA)\rangle=\sum_n Z_n\alpha^n ,
\]

where \(D\) is the renormalized Dirac determinant, normalized to \(D(0)=1\), and the average is over a Gaussian photon field. With \(N_f\) identical fermions \(D\) becomes \(D^{N_f}=e^{N_f\ln D}\). Each closed loop carries one factor \(N_f\), so the \(L\)-loop part \(Z_{n,L}\) comes from \((\ln D)^L/L!\). In this setting, with constants \(C\) that may differ from place to place,

\[
|Z_{n,L}|\le C^n n!\ \ (L\text{ fixed}),\qquad |Z_n|\le C^n (n!)^{1/2}(\ln n)^{n/2}\ \ (n\ge2).
\]

These are upper bounds on \(Z\); I do not treat scattering amplitudes.

**Q.** Where does the square root of the factorial come from?

**A.** From how fast \(D\) can grow at large complex \(e\). Factor the Dirac operator:

\[
\gamma\cdot(\partial+ieA)+m=(1+eK)(i\slashed p+m),\qquad K=i\slashed A\,(i\slashed p+m)^{-1}.
\]

Since \((i\slashed p+m)^\dagger(i\slashed p+m)=p^2+m^2\), the singular values of the propagator are \((p^2+m^2)^{-1/2}\). In four dimensions the number of states with momentum below \(P\) grows as \(P^4\), so the \(j\)th singular value is at most a constant times \(j^{-1/4}\). Since \(\slashed A^2=A^2\), multiplying by \(\slashed A\) costs at most \(\sup|A|\). Thus \(s_j(K)\le c\,\sup|A|\,j^{-1/4}\).

The traces of \(K,\dots,K^4\) need separate treatment. Charge conjugation removes the odd ones. The two- and four-photon terms are, after gauge-invariant renormalization, finite polynomials \(P_2,P_4\) in the mode amplitudes \(a=(a_1,\dots,a_M)\). With \(\lambda_j\) the eigenvalues of \(K\),

\[
D=e^{e^2P_2+e^4P_4}\prod_j E_4(e\lambda_j),\quad
E_4(w)=(1+w)\,e^{-w+w^2/2-w^3/3+w^4/4}.
\]

Let \(r=|w|\). For \(r\le\frac12\) the logarithm of \(E_4\) starts at fifth order, so \(\ln|E_4|\le r^5/[5(1-r)]\le\frac25r^5\). For \(r\ge\frac12\), \(\ln|1+w|\le r\) gives \(\ln|E_4|\le 2r+r^2/2+r^3/3+r^4/4\). Divided by \(r^5/(1+r)\), this bound decreases with \(r\), and at \(r=\frac12\) it is 56.75. Hence

\[
\ln|E_4(w)|\le 57f(r),\qquad f(r)=\frac{r^5}{1+r}.
\]

**Q.** You bounded singular values, but the product contains eigenvalues.

**A.** Order both by decreasing size. On antisymmetric products of \(J\) vectors, the largest eigenvalue modulus cannot exceed the norm, so \(\prod_{j\le J}|\lambda_j|\le\prod_{j\le J}s_j\). Write \(t_j=\ln|\lambda_j|\), \(u_j=\ln s_j\) and \(h(t)=f(\kappa e^t)\), with \(\kappa=|e|\). With \(\sigma=r/(1+r)\), one finds \(h'/h=5-\sigma>0\) and \(h''/h=(5-\sigma)^2-\sigma(1-\sigma)>0\), so \(h\) is increasing and convex. Convexity gives

\[
\sum_j[h(u_j)-h(t_j)]\ge\sum_j h'(t_j)(u_j-t_j)\ge0 .
\]

The last step is summation by parts: \(h'(t_j)\) is positive and decreases with \(j\), and the partial sums of \(u_j-t_j\) are non-negative. Singular values may therefore replace eigenvalues in the bound.

Now set \(x=c|e|\sup|A|\ge1\). Using \(f\le r^4\) for \(j\le x^4\) and \(f\le r^5\) beyond,

\[
\sum_j f(xj^{-1/4})\le\sum_{j\le x^4}\frac{x^4}{j}+\sum_{j>x^4}\frac{x^5}{j^{5/4}}
\le x^4(1+4\ln x)+4x^4+1 .
\]

So \(\ln|D|\) grows no faster than \(x^4\ln x\): \(D\) is an entire function of \(e\) of order at most four.

**Q.** How does that become a statement about order \(n\)?

**A.** By Cauchy's estimate. On a circle of radius \(\rho\) in the \(e\) plane, the coefficient of \(e^{2n}\) is at most \(\rho^{-2n}\max|D|\). For \(n\ge2\), choose \((\rho|a|)^4=n/\ln n\). Then \(\ln|D|=O(n)\), and

\[
|D_{2n}(a)|\le C^n|a|^{2n}\left(\frac{\ln n}{n}\right)^{n/2}.
\]

For \(M\) Gaussian amplitudes of unit variance, \(\langle|a|^{2n}\rangle=2^n\Gamma(n+M/2)/\Gamma(M/2)\le C^n n!\). Since \(n^{-n/2}\le(n!)^{-1/2}\), the bound on \(Z_n\) follows.

For \(\ln D\) the coefficient of \(e^{2k}\), \(k\ge3\), is \(-\mathrm{Tr}\,K^{2k}/(2k)\). It obeys \(|\mathrm{Tr}\,K^{2k}|\le\|K\|^{2k-6}\sum_js_j^6\), because the sum of \(j^{-3/2}\) converges. This is only a geometric bound. Raising \(\ln D\) to a fixed power \(L\) adds at most \(2^n\) ways of sharing the order among the loops. The Gaussian \(n!\) is then left uncompensated.

**Q.** Those are bounds. Can you show a field for which both growths occur, and where I can see the Pauli principle?

**A.** Keep one mode, a uniform temporal potential \(A_0=a\) in a spatial box of volume \(V\), with Euclidean time of length \(\beta=1/T\). Its photon action is \(\beta V\lambda^2a^2/2\), so \(\langle a^2\rangle=1/(\beta V\lambda^2)\). The potential shifts the frequencies \(\omega=(2\nu+1)\pi/\beta\) by \(z=ea\), and the spin determinant is \((p^2+m^2)^2\). For one momentum with energy \(E\), the product formula for the cosine, with frequencies taken symmetrically, gives

\[
\prod_\omega\frac{(\omega+z)^2+E^2}{\omega^2+E^2}
=\frac{\cos\frac{\beta(z+iE)}2\cos\frac{\beta(z-iE)}2}{\cosh^2\frac{\beta E}2}
=\frac{\cos\beta z+\cosh\beta E}{1+\cosh\beta E}.
\]

The result is periodic in \(z\), as gauge invariance on a time circle requires. Define \(\mu=iz=iea\) and \(q=e^{-\beta E}\), and multiply numerator and denominator by \(2q\):

\[
D=\prod_{\mathbf p}\left[\frac{(1+qe^{\beta\mu})(1+qe^{-\beta\mu})}{(1+q)^2}\right]^2 .
\]

Each factor \(1+qe^{\beta\mu}\) has two terms: state empty, or occupied once. The other factor does the same for antiparticles, and the outer square counts spin. Expanding the product gives \(D=\sum_Q p_Qe^{\beta\mu Q}\), where \(p_Q\) is the probability that the free gas has total charge \(Q\) in units of the particle's charge. The Gaussian average over \(a\) is then elementary:

\[
Z=\sum_Qp_Q\,e^{-e^2\beta^2Q^2/(2\beta V\lambda^2)}
=\sum_Qp_Qe^{-g\alpha Q^2},\quad g=\frac{2\pi\beta}{V\lambda^2},
\]
\[
Z_n=\frac{(-g)^n}{n!}\langle Q^{2n}\rangle .
\]

The exponent is \(-\beta\) times the charging energy of a uniform charge with a massive photon. High orders measure the rare fluctuations with large charge.

**Q.** And the Pauli principle makes large charge expensive?

**A.** Yes. At large \(Q\) the cheapest state is a filled Fermi sea. With Fermi momentum \(k_F\) and two spin states, neglecting mass,

\[
Q=\frac{Vk_F^3}{3\pi^2},\qquad
E_Q=2V\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,p=\frac{Vk_F^4}{4\pi^2}=\frac34k_FQ .
\]

To leading order, therefore,

\[
-\ln p_Q\simeq cQ^{4/3},\qquad c=\frac34\beta\left(\frac{3\pi^2}{V}\right)^{1/3}.
\]

Equivalently, at large real \(\mu\) each state with \(E<\mu\) contributes \(\beta(\mu-E)\), so

\[
\ln D\simeq2\beta V\int_{p<\mu}\frac{d^3p}{(2\pi)^3}(\mu-p)=\frac{\beta V\mu^4}{12\pi^2}.
\]

This mode therefore reaches order four, at imaginary \(e\). For real \(e\) and \(a\), \(|D|\le1\), because \(D\) is then an average of phases.

Substituting \(t=cQ^{4/3}\) in the moment integral gives

\[
\int_0^\infty Q^{2n}e^{-cQ^{4/3}}dQ=\tfrac34\,c^{-3n/2-3/4}\,\Gamma\!\left(\tfrac{3n}2+\tfrac34\right).
\]

Dividing by \(n!\) leaves \(\Gamma(n/2)\), up to \(C^n\) and powers of \(n\). Mass, temperature and the discreteness of the levels change \(\ln D\) by \(O(\mu^2)\). At the dominant charge this is \(O(\sqrt n)\), so there is also a factor \(e^{O(\sqrt n)}\).

The constant follows from the maximum of \(2n\ln Q-cQ^{4/3}\), which lies at \(Q_s^{4/3}=3n/(2c)\). Raising the order by one multiplies the moment by about \(Q_s^2\) and divides by about \(n\):

\[
\left|\frac{Z_{n+1}}{Z_n}\right|\simeq\frac{gQ_s^2}{n}
=g\left(\frac3{2c}\right)^{3/2}\!\sqrt n
=\frac{4\sqrt6}{3}\,\frac{\sqrt n}{\lambda^2\sqrt{\beta V}} .
\]

For \(\alpha<0\) the charging energy becomes an attraction. The weight \(e^{g|\alpha|Q^2}\) then beats \(e^{-cQ^{4/3}}\), and \(Z\) diverges: the Pauli principle slows the growth of the coefficients but does not make the series converge.

**Q.** If \(D\) is so well behaved, why are the individual loop terms bad?

**A.** Because \(D\) has zeros, and a logarithm is singular at a zero. The factors vanish at \(\mu=\pm E\pm i(2\nu+1)\pi T\). In a periodic box the nearest zeros have \(\mathbf p=0\), \(E=m\), and are double because of spin. Let \(m+i\pi T=Re^{i\theta}\). Expanding \(2\sum_s\ln(1-\mu/\mu_s)\) over these four zeros \(\mu_s\) gives the one-loop coefficient

\[
[\ln D]_{\mu^{2n}}\simeq-\frac2{2n}\sum_s\mu_s^{-2n}
=-\frac4nR^{-2n}\cos2n\theta .
\]

The Gaussian average supplies

\[
\langle\mu^{2n}\rangle=(-e^2)^n\frac{(2n-1)!!}{(\beta V\lambda^2)^n}
=(-h\alpha)^n\frac{(2n)!}{n!},\qquad h=\frac{2\pi}{\beta V\lambda^2}=\frac g{\beta^2},
\]

and \((2n)!/n!\) grows as \(4^nn!\), up to a power of \(n\). The one-loop series is factorial, with an oscillating sign factor.

For two loops, put \(y=\mu^2/\mu_s^2\) and \(\ell=\ln(1-y)\). Since \(d\ell^2/dy=-2\ell/(1-y)=2\sum_kH_ky^k\), with \(H_k\) the harmonic numbers, the coefficient of \(y^n\) in \(\frac12(2\ell)^2\) is \(4H_{n-1}/n\). The corresponding one-loop coefficient is \(-2/n\). At each zero the leading two-loop term thus has the opposite sign and an extra logarithm. The rest of \(\ln D\), which is smooth at the zero and has a complex value \(b\) there, multiplies \(2\ell\) and adds about \(-2b/n\), without the logarithm. When the zeros are summed, this shifts the phase of the oscillation by an angle that falls only like \(1/\ln n\). At orders where \(\cos2n\theta\) is small the one- and two-loop terms can therefore have the same sign, as they do at \(n=10\) in the output below. The factorial remains.

**Q.** Then how can their sum be small?

**A.** Near a zero, \(\ln D=2\ln(1-y)+b(y)\) with \(b\) smooth there. Summing over all loop numbers gives

\[
\sum_{L\ge0}\frac{(\ln D)^L}{L!}=(1-y)^2e^{b(y)} .
\]

The branch point has become an ordinary double zero. Every power of \(\ln(1-y)\) has an infinite tail of coefficients, whereas \((1-y)^2\) stops at \(y^2\). The same happens at each zero, which is why the large-order tails set by them cancel. The double zero comes from one factor \(1+qe^{\beta\mu}\) for each spin, hence from single occupation.

**Q.** Show me the size of this cancellation.

**A.** Take \(\beta=2\), box side 2, so \(V=8\), and \(\lambda=1\). Then \(g=4\pi/8=1.571\) and \(h=g/4=0.3927\). The charge probabilities were built by filling states one at a time, and the loop coefficients by a separate contour integral; their totals agree at the orders listed. The coefficients of \(\alpha^n\) are:

| \(n\) | one loop | largest \(L\)-loop term | full \(Z_n\) |
|---|---|---|---|
| 5 | \(-0.370\) | \(-4.70\) (\(L=4\)) | \(-4.85\) |
| 10 | \(-31.3\) | \(-1640\) (\(L=4\)) | \(218\) |
| 20 | \(6.26\times10^9\) | \(-2.82\times10^{11}\) (\(L=4\)) | \(1.39\times10^7\) |
| 40 | \(-2.53\times10^{31}\) | \(1.79\times10^{34}\) (\(L=6\)) | \(1.10\times10^{20}\) |

At \(n=5\) the full coefficient is slightly larger in magnitude than any single loop term, so the suppression is a large-order effect. At \(n=40\) the largest term exceeds the sum by a factor \(1.6\times10^{14}\).

The predicted full ratio is \(|Z_{n+1}/Z_n|/\sqrt n\to3.266/\sqrt{16}=0.8165\). The computed values are 0.8124 at \(n=500\), 0.8141 at 2000 and 0.8167 at 8000. Between the first and last of these orders the fitted power of \(n\) is 0.502.

**Q.** Would I notice the difference at the physical coupling?

**A.** Not at any order one could reach in practice. In this one-mode model the terms keep falling for hundreds of orders in both cases, and the difference appears only in the order of the smallest term. For the full series it is where \(0.8165\,\alpha\sqrt n=1\):

\[
n\simeq(137.04/0.8165)^2\simeq2.82\times10^4 .
\]

The direct search gives \(2.81\times10^4\). For the one-loop envelope, successive terms have ratio about \(4hn\alpha/R^2\). With \(R=1.862\),

\[
n\simeq\frac{R^2}{4h\alpha}=\frac{3.467\times137.04}{1.571}\simeq302 .
\]

These orders depend on the box and on \(\lambda\). They are not predictions for full QED, whose other photon modes have been dropped.

**Q.** How do I know that the Pauli principle is responsible, and not the uniform field?

**A.** Replace the fermions by charged scalars with the same energies and degeneracies. The factor \(1+qe^{\beta\mu}\) becomes \(1/(1-qe^{\beta\mu})\), since any occupation is allowed. All the charge can sit in the lowest level. That level is twofold, so \(p_Q\) falls only like \(Qe^{-\beta mQ}\). The moments then grow as \((2n+1)!/(\beta m)^{2n+2}\), and

\[
\left|\frac{Z_{n+1}}{Z_n}\right|\simeq\frac{g}{n+1}\,\frac{(2n+3)(2n+2)}{(\beta m)^2}
=\frac{2g(2n+3)}{(\beta m)^2}.
\]

The ratio now rises like \(n\), not \(\sqrt n\). At \(n=400\) the formula gives \(1.571\times2\times803/4=631\), or 1.577 per unit \(n\), as computed. The photon mode and the spectrum are unchanged; the occupation rule makes the difference.

**Q.** What goes wrong if I remove the photon cutoff?

**A.** Chains of vacuum-polarization bubbles bring a different factorial growth, known as a renormalon. Write one renormalized bubble as \(\alpha B(t)\), with \(t=k^2/m^2\) and

\[
B(t)=\frac2\pi\int_0^1dx\,x(1-x)\ln[1+x(1-x)t]
\simeq\frac1{3\pi}\left(\ln t-\frac53\right)\quad(t\gg1).
\]

The constant comes from \(\int_0^1x(1-x)\ln[x(1-x)]\,dx=-5/18\). Take an illustrative loop integral whose weight falls as \(t^{-2}\), and set \(u=\ln t\):

\[
I_n=\int_0^\infty\frac{dt}{(1+t)^2}B^n\simeq\int e^{-u}\left(\frac{u-5/3}{3\pi}\right)^ndu
\simeq e^{-5/3}\frac{n!}{(3\pi)^n}.
\]

The growth comes from photon momenta with \(\ln t\sim n\). With a cutoff, \(B\) is bounded and \(I_n\) grows at most geometrically. Numerically, the ratio \(I_{n+1}/I_n\) rises by a factor 1.95 between \(n=20\) and \(n=40\) without a cutoff, but by 1.04 when \(\ln t<10\).

Such a chain contains \(n\) fermion loops at \(n\)th order in the bubbles, so it is not a fixed-loop effect. Nor does the order of the determinant control it, because the bounds above assumed a finite set of photon modes. For regulated photons, then, \(\Gamma(n/2)\) limits the growth from above, up to a factor \(C^n(\ln n)^{n/2}\), and the one-mode example shows that growth of this kind does occur. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
beta = 2.0, box side = 2.0, photon mass = 1.0 (units of 1/m, 1/m, m)
charging constant g = 1.570796 (dimensionless)
largest ln|E_4(w)| (1+|w|)/|w|^5 on the grid = 1.500 (proved bound 57)
ln D at real mu, and its ratio to beta V mu^4/(12 pi^2):
  mu =  3.0 m: ln D = 13.948, ratio = 1.2747
  mu =  9.0 m: ln D = 910.374, ratio = 1.0271
  mu = 18.0 m: ln D = 14272.789, ratio = 1.0064
p_0, p_1, p_2 = 0.62801, 0.17194, 0.01382
Fermi-sea constant in -ln p_Q = c Q^(4/3): c = 2.3203
  -ln p_Q / (c Q^(4/3)) at Q = 1000: 0.9973
predicted limit of |Z_(n+1)/Z_n|/sqrt(n) = 0.81650
  n = 50: computed 0.83555
  n = 500: computed 0.81236
  n = 2000: computed 0.81411
  n = 8000: computed 0.81669
power of n in the ratio, n = 500 to 8000: 0.5019
nearest zero of D: |mu| = R = 1.86210 m
two-loop coefficient at n = 40, computed/predicted: 1.0092
cancellation between loop numbers (dimensionless coefficients of alpha^n):
  n = 5: one loop -0.36973, two loops 0.6352
    largest: L = 4, -4.6973; full Z_n -4.8512; |largest/full| 0.9683
  n = 10: one loop -31.282, two loops -29.473
    largest: L = 4, -1639.8; full Z_n 218.4; |largest/full| 7.508
  n = 20: one loop 6.2594e+9, two loops -5.1713e+10
    largest: L = 4, -2.8163e+11; full Z_n 1.3935e+7; |largest/full| 2.021e+4
  n = 40: one loop -2.5341e+31, two loops 4.5752e+32
    largest: L = 6, 1.7864e+34; full Z_n 1.0962e+20; |largest/full| 1.63e+14
1/alpha = 137.0360
smallest term, full series: n = 28107 computed, 28168 from the limit law
smallest term, one-loop envelope: n = 302
scalar particles, |Z_(n+1)/Z_n|/n at n = 50: 1.61737
scalar particles, |Z_(n+1)/Z_n|/n at n = 400: 1.57668
bubble chain, no cutoff: 3 pi I_41/(41 I_40) = 1.00000
growth of the ratio from n = 20 to 40: 1.952 without cutoff, 1.042 with ln(k^2/m^2) < 10
```
